# Prandtl number of the BGK and ellipsoidal-statistical kinetic models

A monatomic gas has a velocity distribution $f(\mathbf x,\mathbf v,t)$ normalized to mass density. Write $R=k/m$, $\mathbf c=\mathbf v-\mathbf u$, and

$$\rho=\int f\,d^3v,\quad \rho\mathbf u=\int\mathbf v f\,d^3v,\quad \rho\Theta_{ij}=\int c_ic_jf\,d^3v,\quad q_i=\tfrac12\int c^2c_if\,d^3v .$$

Temperature and pressure are defined by $\mathrm{tr}\,\Theta=3RT$ and $p=\rho RT$. The stress is $\sigma_{ij}=\rho\Theta_{ij}-p\delta_{ij}$, which is traceless. The ellipsoidal-statistical (ES) model is

$$\partial_tf+\mathbf v\cdot\nabla f=\frac{G-f}{\tau},\qquad G=\frac{\rho}{\sqrt{\det(2\pi\Lambda)}}\,e^{-\frac12\mathbf c\cdot\Lambda^{-1}\mathbf c},\qquad \Lambda=(1-\nu)RT\,I+\nu\Theta,$$

with $\nu<1$. Setting $\nu=0$ gives the BGK model. The time $\tau$ may depend on $\rho$ and $T$, but not on $\mathbf v$. Repeated indices are summed.

## (a) Conservation and the source term

**Question.** Show that collisions conserve mass, momentum and energy. Find the leading distribution $f_0$ for slow spatial variation, and express $D\ln f_0$, with $D=\partial_t+\mathbf v\cdot\nabla$, through spatial gradients alone.

**Answer.** $G$ has the density and mean velocity of $f$, and $\mathrm{tr}\,\Lambda=3(1-\nu)RT+3\nu RT=3RT$. Hence $G-f$ has zero moments with $1$, $\mathbf c$ and $c^2$.

Let gradients be small on the scale of the mean free path (small Knudsen number) and expand $f=f_0+f_1+\dots$, with $\rho,\mathbf u,T$ carried entirely by $f_0$. At leading order $f_0=G[f_0]$, so $\Theta_0=\Lambda_0$, that is $(1-\nu)(\Theta_0-RT\,I)=0$. Since $\nu<1$, $\Theta_0=RT\,I$ and $f_0$ is the Maxwellian.

Write $D=D_t+\mathbf c\cdot\nabla$ with $D_t=\partial_t+\mathbf u\cdot\nabla$. From $\ln f_0=\ln\rho-\frac32\ln T-c^2/(2RT)+\text{const}$,

$$D\ln f_0=\frac{D\rho}{\rho}+\Big(\frac{c^2}{2RT}-\frac32\Big)\frac{DT}{T}+\frac{c_jDu_j}{RT}.$$

The last sign is positive because $D\mathbf c=-D\mathbf u$. At next order $f_0D\ln f_0=(G_1-f_1)/\tau$, whose conserved moments vanish. Let $\langle\cdot\rangle$ be the average over the normalized Maxwellian. Its moments are

$$\langle c_ic_j\rangle=RT\delta_{ij},\quad \langle c_ic_jc^2\rangle=5(RT)^2\delta_{ij},\quad \langle c_ic_jc^4\rangle=35(RT)^3\delta_{ij}.$$

Three conditions follow.

- Weight $1$: $D_t\rho/\rho+\nabla\cdot\mathbf u=0$.
- Weight $c_k$: $RT\,\partial_k\ln\rho+(\frac52-\frac32)RT\,\partial_k\ln T+D_tu_k=0$, so $D_tu_k=-\partial_kp/\rho$.
- Weight $c^2/(2RT)-\frac32$: its mean square is $\frac{15}4-\frac92+\frac94=\frac32$, so $\frac32D_tT/T+(\frac52-\frac32)\nabla\cdot\mathbf u=0$.

These are the Euler equations. Substitute them. The terms in $\nabla\cdot\mathbf u$ from $D_t\rho$ and $D_tT$ add to $-1-\frac23(\frac{c^2}{2RT}-\frac32)=-\frac{c^2}{3RT}$. In the terms linear in gradients of $\rho$ and $T$, the pressure force contributes $-\mathbf c\cdot(\nabla\ln\rho+\nabla\ln T)$, which cancels $\nabla\ln\rho$ and changes $-\frac32$ to $-\frac52$:

$$D\ln f_0=\Big(\frac{c^2}{2RT}-\frac52\Big)\mathbf c\cdot\nabla\ln T+\frac{1}{RT}\Big(c_ic_j-\frac{c^2}{3}\delta_{ij}\Big)\partial_iu_j .$$

## (b) Viscosity and conductivity

**Question.** Obtain $\mu$ and $\kappa$, defined by $\sigma_{ij}=-2\mu S_{ij}$ and $\mathbf q=-\kappa\nabla T$, where $S_{ij}=\frac12(\partial_iu_j+\partial_ju_i)-\frac13\delta_{ij}\nabla\cdot\mathbf u$.

**Answer.** Since $\Theta=RT\,I+\sigma/\rho$, we have $\Lambda=RT\,I+\nu\sigma/\rho$. The stress is first order, so

$$\Lambda^{-1}\simeq\frac{I}{RT}-\frac{\nu\sigma}{\rho(RT)^2}.$$

The determinant does not change at this order because $\mathrm{tr}\,\sigma=0$. Therefore

$$G_1=f_0\frac{\nu\,\sigma_{ij}c_ic_j}{2pRT},\qquad f_1=G_1-\tau f_0D\ln f_0 .$$

For the stress, use $\langle c_ic_jc_kc_l\rangle=(RT)^2(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})$. The part from $G_1$ is

$$\frac{\nu}{2pRT}\,\rho(RT)^2\,2\sigma_{kl}=\nu\sigma_{kl}.$$

The streaming part is

$$-\tau\rho RT\big[\partial_ku_l+\partial_lu_k+(1-\tfrac53)\delta_{kl}\nabla\cdot\mathbf u\big]=-2\tau pS_{kl}.$$

Thus $\sigma=\nu\sigma-2\tau pS$.

For the heat flux, $G_1$ is even in $\mathbf c$ and gives nothing. The temperature gradient gives

$$q_k=-\frac{\tau\rho}{2}\Big(\frac{35}{2}-\frac{25}{2}\Big)(RT)^2\frac{\partial_kT}{T}=-\frac52Rp\tau\,\partial_kT .$$

The results are

$$\mu=\frac{p\tau}{1-\nu},\qquad \kappa=\frac52Rp\tau .$$

## (c) The Prandtl number

**Question.** Find $\mathrm{Pr}=c_p\mu/\kappa$ for BGK, and the $\nu$ that gives $\mathrm{Pr}=2/3$. Interpret the role of $\nu$, and compare with the decay of weak waves.

**Answer.** With $c_p=\frac52R$,

$$\mathrm{Pr}=\frac{1}{1-\nu}.$$

BGK has $\mathrm{Pr}=1$. Setting $1-\nu=\frac32$ gives $\nu=-\frac12$.

In a uniform gas at rest, the second moments of the kinetic equation give $\dot\sigma=(\nu\sigma-\sigma)/\tau=-(1-\nu)\sigma/\tau$, while the third moments give $\dot{\mathbf q}=-\mathbf q/\tau$. BGK relaxes both at one rate. A negative $\nu$ makes $G$ elongated across the direction in which $f$ is elongated, so stress relaxes faster and viscosity falls at fixed $\tau$. In the opposite limit $\nu\to1$, $G$ copies the anisotropy of $f$, stress hardly relaxes, and $\mu$ diverges.

A transverse velocity wave of wave number $K$ decays at $\mu K^2/\rho=RT\tau K^2/(1-\nu)$. For a temperature wave at uniform pressure, $\nabla\cdot\mathbf u=\partial_tT/T$. The energy equation $\frac32\rho R\,\partial_tT=-p\nabla\cdot\mathbf u+\kappa\nabla^2T$ then becomes $\frac52\rho R\,\partial_tT=\kappa\nabla^2T$, with decay rate $\kappa K^2/(\rho c_p)=RT\tau K^2$.

These rates were also found without the expansion, by diagonalizing the linearized kinetic operator on a $6\times6\times6$ velocity grid at $K\tau\sqrt{RT}=0.02$ and $0.01$ and extrapolating to zero. At $\nu=-0.5$ the coefficients of $RT\tau K^2$ are 0.666667 (shear) and 0.999999 (temperature). A root search for a ratio of $2/3$ gives $\nu=-0.500001$.

## (d) Why two thirds?

**Question.** For the Boltzmann equation with elastic binary collisions, show that the lowest trial functions give $\mathrm{Pr}=2/3$ for any central force whose collision integrals converge. When is this more than an approximation?

**Answer.** Use units with $RT=1$ and write $f=f_0(1+\phi)$. The source found in (a) must balance the linearized collision term:

$$\mathcal L\phi=\mathbf A\cdot\nabla\ln T+B_{ij}\partial_iu_j,\qquad \mathbf A=\tfrac12(c^2-5)\mathbf c,\quad B_{ij}=c_ic_j-\tfrac13c^2\delta_{ij}.$$

Here $\mathcal L\phi$ is the average over partners of $n\int g\,s(g,\chi)\,\Delta\phi\,d\Omega$, where $n$ is the number density, $g$ the relative speed, $s$ the differential cross-section, $\chi$ the deflection angle, and $\Delta\phi$ the change of $\phi(\mathbf c_1)+\phi(\mathbf c_2)$.

In $\langle\psi\mathcal L\phi\rangle$, exchanging the partners replaces $\psi_1$ by $\frac12(\psi_1+\psi_2)$. Exchanging initial and final velocities reverses $\Delta\phi$ and leaves the weight unchanged. Averaging the two forms gives

$$\langle\psi\mathcal L\phi\rangle=-\tfrac14n\Big\langle\!\!\Big\langle\int g\,s\,\Delta\psi\,\Delta\phi\,d\Omega\Big\rangle\!\!\Big\rangle .$$

Try $\phi=-\tau_A\mathbf A\cdot\nabla\ln T-\tau_BB_{ij}\partial_iu_j$. Let $K_A$ and $K_B$ be $\frac14n\langle\!\langle\int gs|\Delta|^2d\Omega\rangle\!\rangle$ for $\mathbf A$ and $B$, summed over components. Projection onto $\mathbf A$ and $B$ gives

$$\tau_AK_A=\langle A^2\rangle=\tfrac{105}{4}-\tfrac{75}{2}+\tfrac{75}{4}=\tfrac{15}2,\qquad \tau_BK_B=\langle B_{ij}B_{ij}\rangle=\tfrac23\cdot15=10 .$$

This $\phi$ has the form found in (b) at $\nu=0$, with separate times, so $\kappa=\frac52Rp\tau_A$, $\mu=p\tau_B$ and $\mathrm{Pr}=\tau_B/\tau_A=\frac43K_A/K_B$.

Write $\mathbf c_{1,2}=\mathbf V\pm\frac12\mathbf g$. A collision turns $\mathbf g$ into $\mathbf g'$ of equal length and leaves $\mathbf V$ unchanged. Since $\mathbf c_1\mathbf c_1+\mathbf c_2\mathbf c_2=2\mathbf V\mathbf V+\frac12\mathbf g\mathbf g$,

$$\Delta B=\tfrac12(\mathbf g'\mathbf g'-\mathbf g\mathbf g).$$

Since $c_1^2\mathbf c_1+c_2^2\mathbf c_2=2(V^2+\frac14g^2)\mathbf V+(\mathbf V\cdot\mathbf g)\mathbf g$, and the part of $\mathbf A$ linear in $\mathbf c$ is conserved,

$$\Delta\mathbf A=\tfrac12[(\mathbf V\cdot\mathbf g')\mathbf g'-(\mathbf V\cdot\mathbf g)\mathbf g]=\mathbf V\cdot\Delta B .$$

The weight $e^{-V^2-g^2/4}$ makes $\mathbf V$ independent of $\mathbf g$, with $\langle V_iV_j\rangle=\frac12\delta_{ij}$. Hence $K_A=\frac12K_B$ and $\mathrm{Pr}=\frac23$, whatever $s(g,\chi)$ is, provided $K_B$ is finite. For the unscreened Coulomb force it diverges logarithmically at small $\chi$, and a cutoff is needed.

For Maxwell molecules $g\,s$ does not depend on $g$, and the trial functions solve the equation. Averaging over azimuth gives $\overline{\Delta B}=-\frac34\sin^2\chi\,(\mathbf g\mathbf g-\frac13g^2I)$. Averaging the bracket over partner velocities $\mathbf c_2$ gives $B(\mathbf c)$. Contracted first with $\mathbf V$, it gives

$$\tfrac12(c^2-3)\mathbf c-\tfrac16(c^2+3-2)\mathbf c=\tfrac13(c^2-5)\mathbf c=\tfrac23\mathbf A .$$

Thus $\mathbf A$ and $B$ are eigenfunctions of $\mathcal L$ with rates in the ratio $2:3$, and at first Chapman-Enskog order $\mathrm{Pr}=2/3$ is exact for this gas.

For hard spheres, trial spaces with one, two and three Sonine polynomials give 0.6667, 0.6615 and 0.6609. Four and five polynomials both give 0.6607, so the third-order value is still about $2\times10^{-4}$ high. The target $2/3$ is about 0.9 % above either value.

## (e) Is the parameter admissible?

**Question.** For which $\nu$ is $G$ normalizable for every non-singular positive $f$?

**Answer.** The eigenvalues $\theta_i$ of $\Theta$ are positive and add to $3RT$, so each lies between 0 and $3RT$. Those of $\Lambda$ are $(1-\nu)RT+\nu\theta_i$. For $0\le\nu<1$ they are positive. For $\nu<0$ their lower limit, approached as $\theta_i\to3RT$, is $(1+2\nu)RT$. Within the range $\nu<1$ assumed for the model ($G$ is also normalizable at $\nu=1$, where $\mu$ diverges), the condition is therefore

$$-\tfrac12\le\nu<1 .$$

The value needed for $\mathrm{Pr}=2/3$ sits on the edge of this range. For a needle-shaped velocity sample with widths in the ratio $1:0.03:0.03$, the smallest eigenvalue of $\Lambda$ is $0.0027\,RT$ at $\nu=-0.50$, but $-0.097\,RT$ at $\nu=-0.55$, where $G$ cannot be normalized.

The third-order hard-sphere value 0.6609 would need $\nu=1-1/0.6609\simeq-0.513$ (the fifth-order value 0.6607 gives $-0.5135$). Then $\Lambda$ is positive only while every $\theta_i$ is below $(1-\nu)RT/|\nu|\simeq2.95\,RT$. This allows strong anisotropy, but not every $f$.

## (f) Argon under a wafer

**Question.** Argon at 50 Torr and a mean temperature of 400 K fills a 0.20 mm gap between a heated pedestal and a wafer. The temperature difference is 20 K, and one surface slides at 1.0 m/s. Take hard spheres of diameter $d=0.36$ nm, a rough typical value. Compare BGK and ES predictions with these conditions held fixed.

**Answer.** Hard spheres scatter isotropically with total cross-section $\pi d^2$, so the mean of $\sin^2\chi$ is $\frac23$. With $|\Delta B|^2=\frac12g^4\sin^2\chi$,

$$K_B=\tfrac1{12}n\pi d^2\langle g^5\rangle,\qquad \langle g^5\rangle=\frac{1}{2\sqrt\pi}\int_0^\infty g^7e^{-g^2/4}dg=\frac{384}{\sqrt\pi}.$$

Thus $K_B=32\sqrt\pi\,nd^2$, to be multiplied by $\sqrt{RT}$ in ordinary units. From $\mu=10p/K_B$,

$$\mu=\frac{5}{16d^2}\sqrt{\frac{mkT}{\pi}}=26.0\ \mu\text{Pa s}.$$

With $R=208.1$ J/(kg K) and $\mathrm{Pr}=\frac23$, $\kappa=\frac{15}4R\mu=20.3$ mW/(m K). Both are lowest-order values: for hard spheres, three Sonine polynomials raise $\mu$ by about 1.6 % and $\kappa$ by about 2.5 %. The comparison below keeps the lowest-order values, whose ratio gives $\mathrm{Pr}=\frac23$.

- **BGK fitted to viscosity.** $\tau=\mu/p=3.91$ ns. The conductivity is $\frac52R\mu=13.5$ mW/(m K), and the heat flux is $0.01355\times20/(2.0\times10^{-4})\simeq1355$ W/m².
- **BGK fitted to conductivity.** $\tau=5.86$ ns. The heat flux is right, but the viscosity is 39.1 µPa s and the shear stress 0.195 Pa.
- **ES with $\nu=-\frac12$.** $\tau=\frac32\mu/p=5.86$ ns. The heat flux is 2032 W/m² (0.203 W/cm²), and the shear stress is $\mu U/L=26.0\times10^{-6}\times1.0/(2.0\times10^{-4})=0.130$ Pa.

With wall effects left out, the first BGK fit loses one third of the ES heat flux, and the second overestimates the ES stress by one half. No choice of $\tau$ removes both errors.

## (g) Limits of the result

**Question.** Estimate the temperature jump and velocity slip at fully accommodating walls, and judge the remaining approximations.

**Answer.** Assume that the first-order distribution holds up to the wall. Molecules strike at the rate $J=p/\sqrt{2\pi mkT}$ per area, each carrying $2kT$ on average: $kT$ in normal motion and $\frac12kT$ in each tangential direction. The first-order part of $f$ adds half the heat flux $q$ on the incoming side, since its energy-flux integrand is even in the normal velocity. It adds no number flux. Molecules leave with energy $2kT_w$, where $T_w$ is the wall temperature. Hence

$$q=2kJ(T-T_w)+\tfrac12q,\qquad T-T_w=\frac{q}{4kJ},\qquad \zeta=\frac{\kappa}{4kJ}.$$

The same balance for tangential momentum, of which half the stress comes from the first-order part, gives the slip length

$$\ell=\frac{\mu}{2mJ}=\frac\mu p\sqrt{\frac{\pi RT}{2}}=3.91\ \text{ns}\times362\ \text{m/s}=1.41\ \mu\text{m}.$$

Taking $\ell$ as the mean free path, the Knudsen number is $\ell/L=0.0071$. The jump length is $\zeta=\frac{15}8\ell=2.65$ µm. Two walls lengthen the thermal gap by $2\zeta$, which lowers the heat flux by 2.6 %; slip lowers the stress by 1.4 %. These are estimates, because the true distribution changes within a few mean free paths of a wall. Solving the linearized ES equation in that layer, with $\nu=-\frac12$ and full accommodation, gives a slip length of 1.62 µm and a jump length of 3.11 µm. The simple balance is thus low by 13 % and 15 %, and the losses become 1.6 % for the stress and 3.0 % for the heat flux.

Higher gradients matter less here. For a wave with half its wavelength in the gap, the full ES operator gives decay rates below the first-order law by 0.06 % for shear and 0.13 % for temperature. Viscous heating, $\mu U^2/(\kappa\Delta T)=6\times10^{-5}$, the Rayleigh number, $2.5\times10^{-5}$, and the finite-volume measure $\frac{2\pi}3nd^3=1.2\times10^{-4}$ are negligible.

Tens of Torr is a realistic range for thermal deposition, and the model conductivity lies about a tenth below the real one, roughly 22 mW/(m K). The sliding speed serves to expose the stress error; a wafer carried by its pedestal has no such motion. The diameter is a larger uncertainty than the jump: 0.02 nm less raises $\mu$ and $\kappa$ by 12 %. Radiation acts in parallel and is at most 291 W/m² between black walls, 14 % of the gas heat flux.

Real walls need not accommodate fully. If only a fraction $\alpha$ of molecules does so, $q=\alpha[2kJ(T-T_w)+\frac12q]$, which multiplies $\zeta$ by $(2-\alpha)/\alpha$. For $\alpha=0.8$ the factor is 1.5 and the estimated loss rises from 2.6 % to about 3.8 %; solving the ES equation at the wall gives a rise from 3.0 % to 4.3 %. Polyatomic process gases also carry internal energy, so the monatomic target no longer applies.

At fixed temperature $\ell\propto1/p$. At 5 mTorr, a sputtering pressure, it would be about 14 mm, comparable with chamber distances of centimetres. The kinetic equation can still be solved there, but $\mu$, $\kappa$ and their ratio no longer determine the transport. Matching $\mathrm{Pr}$ does not by itself make the ES model accurate in that regime. Most of the computed values are listed in the numerical output.

## Numbers as computed

```
Kinetic waves: nu, shear decay, entropy decay (R T tau k^2), Pr
   0.30  1.428571  0.999999  1.428572
   0.00  1.000000  0.999999  1.000000
  -0.50  0.666667  0.999999  0.666667
nu giving Pr = 2/3, root search: -0.500001
Needle f, least covariance, nu=-0.50: 0.00269 R T
Needle f, least covariance, nu=-0.55: -0.09704 R T
Maxwell molecules, Pr at Sonine orders 1,2,3: 0.666667 0.666667 0.666667
Hard spheres, Pr at Sonine orders 1,2,3: 0.666667 0.661533 0.660851
Hard-sphere Pr shift, order 2 to 3: -6.82e-04
Hard-sphere viscosity, order 3 / order 1: 1.01588
Other law (rate ~ g^0.5), Pr at order 1: 0.666667
Argon mass: 39.95 u
Hard-sphere diameter (rough): 0.36 nm
Mean temperature: 400 K
Temperature difference: 20 K
Pressure: 50 Torr = 6666.1 Pa
Gap: 0.20 mm; sliding speed: 1.0 m/s
Gas constant k/m: 208.12 J/(kg K)
Viscosity: 26.039 uPa s
Conductivity at Pr = 2/3: 20.322 mW/(m K)
tau, BGK fitted to viscosity: 3.906 ns
tau, BGK fitted to conductivity: 5.859 ns
tau, ES model, fits both: 5.859 ns
Conductivity, BGK fitted to viscosity: 13.548 mW/(m K)
Viscosity, BGK fitted to conductivity: 39.059 uPa s
Heat flux, ES: 2032.2 W/m2 = 0.2032 W/cm2
Heat flux, BGK fitted to viscosity: 1354.8 W/m2
Shear stress, ES: 0.1302 Pa
Shear stress, BGK fitted to conductivity: 0.1953 Pa
Slip length (= mean free path): 1.413 um
Knudsen number: 0.00706
Temperature-jump length: 2.649 um
Heat flux lost to jump at two walls: 2.58 %
Shear stress lost to slip at two walls: 1.39 %
Scaled wave number pi tau sqrt(RT)/gap: 0.02656
Higher gradients, shear decay: -0.0625 %
Higher gradients, entropy decay: -0.1263 %
Viscosity change if diameter is 0.02 nm less: 12.1 %
Black-wall radiation (upper bound): 290.5 W/m2
Radiation bound / gas heat flux: 14.3 %
Viscous heating mu U^2/(kappa dT): 6.41e-05
Rayleigh number: 2.47e-05
Finite atomic volume (2 pi/3) n d^3: 1.18e-04
```
